\section*{Anderson mixing in metals: step counts at most linear in cell length}

\section{Two step counts for the same metal}

In a linearized Thomas--Fermi model of a jellium cell 160 bohr long, started from a residual whose Coulomb-weighted components are equal on 200 longitudinal modes, simple mixing with the damping that is best in the worst case takes 2639 steps to reduce the self-consistency residual by a factor $10^{-6}$. Anderson mixing with full history takes 21. In a cell of half the length, again with 200 modes, the counts are 679 and 15. Doubling the cell therefore multiplies the first count by 3.9 and the second by 1.4. With 100 modes in the shorter cell, which is the same resolution, the counts are 666 and 15, and the first factor is 3.96.

The first factor reflects a law $L^2$, where $L$ is the cell length. For Anderson mixing, the upper end of the dielectric spectrum alone guarantees growth no faster than $L$. That guarantee cannot be improved without further knowledge of the spectrum. Jellium does better because its eigenvalues cluster at one.

The results hold in the linear regime near the solution, in exact arithmetic, with no history discarded, with the residual measured in the Coulomb norm and with the exchange-correlation response neglected. Hartree atomic units are used.

\section{The linear problem and its spectrum}

Let $F(\rho)$ be the output density for input density $\rho$, and let $\rho_*=F(\rho_*)$. The residual is $f(\rho)=F(\rho)-\rho$. A density change $\delta\rho$ changes the Hartree potential by $v\,\delta\rho$, where $v=4\pi/q^2$ in Fourier space. The output then changes by $\chi_0v\,\delta\rho$, where $\chi_0$ is the independent-particle response at fixed electron number. The response of the exchange-correlation potential is neglected. To first order,
\begin{equation}
 f(\rho)=-(1-\chi_0v)(\rho-\rho_*).
\end{equation}
Neutrality fixes the $q=0$ component, so all density changes have zero mean and $v$ is invertible on them.

The operator $1-\chi_0v$ is in general not symmetric. Use instead the variable $x=v^{1/2}(\rho-\rho_*)$ and multiply the residual by $v^{1/2}$:
\begin{equation}
 v^{1/2}f=-v^{1/2}(1-\chi_0v)v^{-1/2}x=-Ax,\qquad
 A=1-v^{1/2}\chi_0v^{1/2}.
\end{equation}
From here on $f$ denotes this scaled residual. Its Euclidean norm is the Coulomb norm of the density residual. Since $\chi_0$ is symmetric and negative semidefinite, $A$ is symmetric and its eigenvalues are at least 1. Let $\kappa$ be an upper bound on them, with $\kappa>1$; if $A=1$, one step suffices.

Suppose that the metal has $\|\chi_0\|\le D$ with $D$ independent of $L$, and that $L$ is the longest period, so that $q_{\min}=2\pi/L$. For a unit vector $y$,
\begin{equation}
 \langle y,Ay\rangle
 =1+\langle v^{1/2}y,(-\chi_0)v^{1/2}y\rangle
 \le 1+D\,\frac{4\pi}{q_{\min}^2}
 =1+\frac{DL^2}{\pi}.
 \label{kappa}
\end{equation}
The right-hand side is an admissible $\kappa$. It grows as $L^2$ because a long-wave charge displacement produces a large potential, to which a metal responds with undiminished strength. If instead $-\chi_0\le C(-\nabla^2)$ as operators, as for an insulator with bounded polarizability, then $v^{1/2}(-\chi_0)v^{1/2}\le4\pi C$ and $\kappa$ does not grow with $L$.

The Thomas--Fermi model gives explicit values. With local wave number $k$, $k^2/2=\mu-V$ and $n=k^3/(3\pi^2)$, so
\begin{equation}
 \frac{dn}{d\mu}=\frac{k^2}{\pi^2}\frac{dk}{d\mu}
 =\frac{k^2}{\pi^2}\frac1k=\frac{k}{\pi^2}.
\end{equation}
In uniform jellium a potential with $q\ne0$ leaves $\mu$ unchanged to first order, hence $\chi_0=-k_F/\pi^2$. For variation along the long axis, $q=2\pi m/L$ with $m=1,2,\dots$, and
\begin{equation}
 \lambda_m=1+\frac{4k_F/\pi}{q^2}=1+\frac{a^2}{m^2},\qquad
 a=\frac{k_{TF}L}{2\pi},\quad k_{TF}^2=\frac{4k_F}{\pi}.
 \label{jellium}
\end{equation}
The example has $r_s=4$ bohr and $k_{TF}=0.7816$ bohr$^{-1}$. At $L=160$ bohr, $a=0.7816\times160/(2\pi)=19.90$ and $\kappa=1+a^2=397.1$. A constant $\chi_0$ describes the electron gas only for $q$ well below $2k_F=0.96$ bohr$^{-1}$, whereas 200 modes at this length reach $q=7.9$ bohr$^{-1}$. The Lindhard response decreases with $q$ and moves the short-wave eigenvalues closer to 1; with it the counts 2639 and 21 become 2716 and 20.

\section{Simple mixing}

Simple mixing sets $x_{k+1}=x_k+\beta f_k$, so $f_{k+1}=(1-\beta A)f_k$. When both 1 and $\kappa$ belong to the spectrum, or are approached by it, the worst factor per step is $\max(|1-\beta|,|\beta\kappa-1|)$. It is smallest when the two entries are equal:
\begin{equation}
 1-\beta=\beta\kappa-1\;\Rightarrow\;\beta=\frac{2}{\kappa+1},
 \qquad \text{factor }\frac{\kappa-1}{\kappa+1}.
\end{equation}
Because $\ln[(\kappa+1)/(\kappa-1)]=2(\kappa^{-1}+\kappa^{-3}/3+\dots)>2/\kappa$, a reduction $\tau$ needs at most about $(\kappa/2)\ln(1/\tau)$ steps, and close to that number for large $\kappa$ if the slowest components dominate. This is the $L^2$ law. For $L=160$ bohr and $\tau=10^{-6}$ the estimate is $198.6\times13.82\approx2740$. The computed 2639 is somewhat lower because the start has equal amplitudes on 200 modes, and every mode except $m=1$ has $1<\lambda_m<\kappa$ and therefore decays faster than the worst factor. The margin is small for the short-wave modes, since $\lambda_{200}=1+396.1/200^2=1.0099$; including many more of them brings the count close to the estimate.

\section{Anderson mixing as GMRES}

After $k$ mixing steps the inputs $x_0,\dots,x_k$ and residuals $f_0,\dots,f_k$ are known. Anderson mixing chooses coefficients $\alpha_i$ with $\sum_i\alpha_i=1$ that minimize the norm of the combined residual, and then steps from the combined input:
\begin{equation}
 r_k=\sum_i\alpha_if_i,\qquad \bar x_k=\sum_i\alpha_ix_i,\qquad
 x_{k+1}=\bar x_k+\beta r_k,\quad \beta\ne0.
\end{equation}
In code the constraint is removed by using differences:
\begin{equation}
 r_k=f_k-\sum_{i=0}^{k-1}\gamma_i(f_{i+1}-f_i),\qquad
 \bar x_k=x_k-\sum_{i=0}^{k-1}\gamma_i(x_{i+1}-x_i).
\end{equation}
For $k\ge1$, collecting terms gives $\alpha_0=\gamma_0$, $\alpha_i=\gamma_i-\gamma_{i-1}$ for $0<i<k$, and $\alpha_k=1-\gamma_{k-1}$. These sum to one for any $\gamma_i$, so the $\gamma_i$ follow from an unconstrained least-squares problem. In a density code the same formulas apply to densities. The Coulomb norm enters only through the least-squares problem, where each Fourier component of the residual is weighted by $\sqrt{4\pi}/q$.

Since the $\alpha_i$ sum to one and $f$ is linear, $r_k$ is the residual at $\bar x_k$. Define the Krylov space
\begin{equation}
 K_k=\operatorname{span}\{f_0,Af_0,\dots,A^{k-1}f_0\},\qquad K_0=\{0\}.
\end{equation}
GMRES minimizes the residual over all inputs in $x_0+K_k$. Anderson mixing does the same if the differences $x_i-x_0$, $i\le k$, span $K_k$. This holds for $k=0$. Suppose that it holds for some $k$ and that $r_k\ne0$. Then
\begin{equation}
 \bar x_k=x_0+z_k,\quad z_k\in K_k,\qquad r_k=f_0-Az_k\in K_{k+1},
\end{equation}
and minimality means that $r_k$ is orthogonal to $AK_k$. If $r_k$ were in $K_k$, then $Ar_k$ would be in $AK_k$ and $\langle r_k,Ar_k\rangle$ would vanish. But $\langle r_k,Ar_k\rangle\ge\|r_k\|^2>0$, so $r_k$ lies outside $K_k$. The new difference $x_{k+1}-x_0=z_k+\beta r_k$ therefore adds one dimension within $K_{k+1}$. As $K_{k+1}$ has at most one dimension more than $K_k$, the differences now span it. This completes the induction.

The residual at the next raw input is
\begin{equation}
 f_{k+1}=f_0-A(z_k+\beta r_k)=(1-\beta A)r_k.
 \label{raw}
\end{equation}
Thus $\beta$ does not affect $r_k$ in exact arithmetic, but it does affect the raw iterates. With $\beta=0.5$ and $\kappa=397.1$, the factor $|1-\beta\lambda|$ reaches 197.6, so $f_{k+1}$ can be much larger than $r_k$. An implementation should monitor $\|r_k\|$, return $\bar x_k$ when it is small enough, and confirm the result by evaluating the true residual there. All Anderson counts below refer to $r_k$.

The program compares $r_k$ with minimal residuals computed separately in the Krylov space, for an inhomogeneous metal with $L=40$ bohr. The largest difference, relative to the initial residual norm, is $3.5\times10^{-8}$ for $\beta=0.5$ and $8\times10^{-10}$ for $\beta=0.2$. Exact arithmetic would give zero, so these differences are accumulated rounding error. The larger one is 3.5\% of the target reduction $10^{-6}$, which shows that rounding is not always negligible.

\section{The square-root bound}

Every $z\in K_n$ has the form $s(A)f_0$ with a polynomial $s$ of degree at most $n-1$. Its residual is $[1-As(A)]f_0=p(A)f_0$, where $p$ has degree at most $n$ and $p(0)=1$. Conversely, every such $p$ can be written as $1-\lambda s(\lambda)$. Expanding $f_0$ in orthonormal eigenvectors of $A$ gives
\begin{equation}
 \|r_n\|=\min_{p(0)=1}\|p(A)f_0\|
 \le\|f_0\|\min_{p(0)=1}\max_{1\le\lambda\le\kappa}|p(\lambda)|.
\end{equation}

A suitable $p$ comes from the Chebyshev polynomial $T_n$, defined by $T_n(\cos\theta)=\cos n\theta$. It satisfies $|T_n|\le1$ on $[-1,1]$ and $T_n(\cosh\eta)=\cosh n\eta$. The map
\begin{equation}
 t(\lambda)=\frac{\kappa+1-2\lambda}{\kappa-1}
\end{equation}
takes $[1,\kappa]$ to $[-1,1]$ and takes 0 to $g=(\kappa+1)/(\kappa-1)>1$. The polynomial $T_n(t(\lambda))/T_n(g)$ equals one at $\lambda=0$ and is at most $1/T_n(g)$ in magnitude on $[1,\kappa]$. Hence $\|r_n\|\le\|f_0\|/T_n(g)$.

To obtain the rate, set $g=\cosh\eta$ with $\eta>0$. Since $g^2-1=4\kappa/(\kappa-1)^2$,
\begin{equation}
 e^\eta=g+\sqrt{g^2-1}
 =\frac{\kappa+1+2\sqrt\kappa}{\kappa-1}
 =\frac{(\sqrt\kappa+1)^2}{(\sqrt\kappa-1)(\sqrt\kappa+1)}
 =\frac{\sqrt\kappa+1}{\sqrt\kappa-1}.
\end{equation}
With $T_n(g)=(e^{n\eta}+e^{-n\eta})/2\ge e^{n\eta}/2$ this gives
\begin{equation}
 \frac{\|r_n\|}{\|f_0\|}\le\frac1{T_n(g)}
 \le2\left(\frac{\sqrt\kappa-1}{\sqrt\kappa+1}\right)^n.
 \label{rate}
\end{equation}
The series $\eta=2(\kappa^{-1/2}+\kappa^{-3/2}/3+\dots)$ shows that $\eta>2/\sqrt\kappa$. A reduction $\tau$ is therefore reached once
\begin{equation}
 n\ge\frac{\sqrt\kappa}{2}\ln\frac2\tau.
 \label{count}
\end{equation}
By \eqref{kappa} and $\sqrt{1+y^2}\le1+y$ for $y\ge0$, $\sqrt\kappa\le1+L\sqrt{D/\pi}$. The required number of steps thus grows at most linearly with $L$.

For $L=160$ bohr, $\sqrt\kappa=19.93$ and $\ln(2\times10^6)=14.51$, so \eqref{count} guarantees success after $\lceil144.6\rceil=145$ steps. The base of the power in \eqref{rate} is $18.93/20.93=0.904$, against $396.1/398.1=0.995$ for simple mixing. Because of the prefactor 2 it is an average rate over many steps, not a guarantee for each step.

\section{When the linear law is reached}

The bound $1/T_n(g)$ is attained by some problems. Choose $n+1$ eigenvalues $\lambda_j$ with $t(\lambda_j)=\cos(j\pi/n)$, $j=0,\dots,n$, which increase with $j$. Lagrange interpolation at zero gives, for any $p$ of degree at most $n$,
\begin{equation}
 p(0)=\sum_j\ell_jp(\lambda_j),\qquad
 \ell_j=\prod_{i\ne j}\frac{-\lambda_i}{\lambda_j-\lambda_i}.
\end{equation}
The $n$ numerators contribute the sign $(-1)^n$, and the $n-j$ negative denominators contribute $(-1)^{n-j}$, so $\ell_j$ has the sign $(-1)^j$. This is also the value of $T_n(t(\lambda_j))=\cos j\pi$. Interpolating $T_n(t(\lambda))$ itself therefore yields $T_n(g)=\sum_j|\ell_j|$.

Now give $f_0$ the components $c_j=[\,|\ell_j|/T_n(g)]^{1/2}$, so that $\|f_0\|=1$. For any $p$ with $p(0)=1$, the Cauchy--Schwarz inequality gives
\begin{equation}
 1\le\sum_j|\ell_j||p(\lambda_j)|
 =T_n(g)\sum_jc_j\,c_j|p(\lambda_j)|
 \le T_n(g)\,\|p(A)f_0\|.
\end{equation}
Thus $\|r_n\|\ge1/T_n(g)$, and the upper bound makes this an equality. For $\kappa=100$ and $n=20$ the program finds 0.03613 from both the Krylov minimization and the formula. No guarantee based on the interval $[1,\kappa]$ alone can therefore grow more slowly than $\sqrt\kappa$.

The table gives step counts for $\tau=10^{-6}$. Simple mixing uses $\beta=2/(\kappa+1)$; this column and the jellium column use 200 modes at every $L$. The bound is the smallest integer $n$ with $T_n(g)\ge1/\tau$. ``Filled'' denotes Anderson mixing on 300 eigenvalues placed at Chebyshev nodes of the interval, crowded towards both ends as in the worst case above, with equal starting amplitudes.

\begin{center}
\begin{tabular}{rrrrrr}
$L$/bohr & $\kappa$ & simple & bound & filled & jellium\\
20 & 7.19 & 50 & 19 & 18 & 8\\
40 & 25.8 & 177 & 37 & 35 & 11\\
80 & 100.0 & 679 & 73 & 68 & 15\\
160 & 397.1 & 2639 & 145 & 133 & 21
\end{tabular}
\end{center}

From 80 to 160 bohr the filled count grows by a factor 1.96, close to the linear law. The jellium count has the same $\kappa$ but grows by only 1.40.

\section{Why jellium does better}

By \eqref{jellium}, few jellium eigenvalues are large and the rest accumulate at 1. A polynomial can cancel the large ones individually. For $n\ge k$ take
\begin{equation}
 p(\lambda)=\prod_{j=1}^{k}\left(1-\frac{\lambda}{\lambda_j}\right)
 \hat p_{n-k}(\lambda),
\end{equation}
where $\hat p_{n-k}$ is the scaled Chebyshev polynomial for $[1,\lambda_{k+1}]$. The product vanishes at the $k$ largest distinct eigenvalues. At every other eigenvalue $0<\lambda<\lambda_j$, so each of its factors lies between 0 and 1. The remaining $n-k$ degrees face only the shorter interval. With $\ell=\ln(2/\tau)$ and $\sqrt{\lambda_{k+1}}\le1+a/(k+1)$, it suffices that
\begin{equation}
 n\ge k+\frac{\ell}{2}\left(1+\frac{a}{k+1}\right).
\end{equation}
Choose $k+1=\lceil\sqrt{a\ell/2}\,\rceil$. Then $k<\sqrt{a\ell/2}$, and $\ell a/[2(k+1)]\le\sqrt{a\ell/2}$. Adding the terms, and one for rounding up to an integer, bounds the required count:
\begin{equation}
 n\le\sqrt{2a\ell}+\frac{\ell}{2}+1.
 \label{cluster}
\end{equation}
Since $a\propto L$, the growth is at most $L^{1/2}$ for large $L$.

For $L=640$ bohr, $a=79.6$ and \eqref{cluster} gives $48.1+7.3+1=56$; the computed count is 41. The counts for the two long cells come from direct Krylov minimization on 3000 modes with equal starting amplitudes, which full-history Anderson mixing is guaranteed to reproduce in exact arithmetic. For $L=2560$ bohr the values are 104 and 83, whereas the interval bound is 2311. The two counts correspond to a growth exponent of 0.51, consistent with the square-root law over this range.

The derivation considers variation along the long axis. In a cell of fixed width $W$, modes that also vary across it have $q\ge2\pi/W$ and eigenvalues at most $1+(k_{TF}W/2\pi)^2$. This constant eventually falls below $\lambda_{k+1}\approx1+2a/\ell$, so the argument still holds for large $L$. In a cell that grows in all directions the eigenvalues are distributed differently, and \eqref{cluster} does not apply. The linear bound remains valid.

\section{A nonlinear, inhomogeneous test}

The program also treats a Thomas--Fermi metal whose self-consistent density is modulated by 50\% with a period of 10 bohr. With $D(x)=k(x)/\pi^2$ and $\mu$ adjusted to conserve charge,
\begin{equation}
 -\langle\delta V,\chi_0\delta V\rangle
 =\int D\,\delta V^2\,dx-\frac{(\int D\,\delta V\,dx)^2}{\int D\,dx}.
\end{equation}
This is nonnegative by Cauchy--Schwarz and at most $D_{\max}\int\delta V^2dx$, so both assumptions on $\chi_0$ hold. A finite-difference derivative of the nonlinear density map agrees with $-A$ to $2\times10^{-10}$ of $\kappa$ at $L=40$ bohr.

At $L=160$ bohr the largest eigenvalue is 391, below the limit 454 from \eqref{kappa}. Between 80 and 160 bohr, $\kappa-1$ grows by a factor 4.00. Anderson mixing on the nonlinear map, started very close to the solution, takes 9, 13, 16 and 24 steps for the four lengths of the table, from one random start each. Over other random starts the minimal-residual counts of the linearized operator lie in the ranges 9--10, 11--13, 15--17 and 21--23, so the last count may include a step or more lost to rounding or nonlinearity. The bounds are 20, 37, 72 and 144. In each case the program also checks that the true residual at the returned input is below $2\tau$ times its initial value.

\section{Limits of the guarantee}

\textbf{Choice of norm.} If the plain Euclidean norm of the density residual is minimized, the operator is $v^{-1/2}Av^{1/2}$. For any polynomial,
\begin{equation}
 \|v^{-1/2}p(A)v^{1/2}\|
 \le\|v^{-1/2}\|\,\|p(A)\|\,\|v^{1/2}\|
 =\frac{q_{\max}}{q_{\min}}\|p(A)\|.
\end{equation}
The GMRES bound \eqref{rate} acquires this factor, and $\ln(2/\tau)$ in \eqref{count} becomes $\ln[2q_{\max}/(q_{\min}\tau)]$. At fixed resolution this adds a term $\ln L$ inside the count, so the guarantee becomes $L\ln L$. In the test at $L=40$ bohr the allowed factor is 20, but over 12 steps of Krylov minimization the largest ratio of the residual to the bound without it was 1.000, the value it has by construction at step zero. One starting vector does not show that the factor can be dropped. Moreover, the proof that Anderson mixing follows GMRES used $\langle r,Ar\rangle>0$, which need not hold in the plain norm.

\textbf{Exchange and correlation.} Their response can move eigenvalues below 1, and at $r_s=4$ bohr the effect depends strongly on the short-wave response. For $L=160$ bohr, a local-density kernel added to the Thomas--Fermi model lowers the smallest eigenvalue to 0.265 and changes the counts 2639 and 21 to 9817 and 29, with the damping of simple mixing adapted to the new interval; with the Lindhard response the smallest eigenvalue is 0.92 and the counts are 2812 and 19. The bound then needs the new interval and a symmetric positive form of the operator. If an eigenvalue approaches zero, the ratio of the interval's ends diverges, and so does the guaranteed count.

\textbf{History and distance.} Discarding old vectors breaks the identity with full GMRES, and a start far from the solution breaks the linear model. In neither case does \eqref{count} guarantee convergence.

\section*{Values computed for the example and the checks}
\begin{verbatim}
r_s = 4.0 bohr, k_TF = 0.7816 1/bohr
residual reduction tol = 1e-06, beta = 0.5
modulation = 0.5, period = 10 bohr
Jacobian error / kappa, L = 40 bohr: 1.8e-10
beta 0.5: Anderson-GMRES gap 3.5e-08, raw residual gap 4.1e-07
beta 0.2: Anderson-GMRES gap 8.3e-10, raw residual gap 3.4e-09
plain norm: factor allowed 20.0, largest found 1.000
worst case, kappa = 100, n = 20: found 0.036131, bound 0.036131
Jellium interval; entries after kappa are step counts
L/bohr  kappa  simple  bound  log-bound  filled  jellium
   20     7.19     50     19       20       18        8
   40    25.76    177     37       37       35       11
   80   100.03    679     73       73       68       15
  160   397.13   2639    145      145      133       21
Count ratio, L = 160 to L = 80 bohr:
simple 3.887, filled 1.956, jellium 1.400
Inhomogeneous metal, nonlinear map
L/bohr  lowest  kappa  kappa-limit  bound  Anderson
   20   1.0574     7.64      8.09      20       9
   40   1.0580    25.42     29.34      37      13
   80   1.0582    98.57    114.36      72      16
  160   1.0583   391.22    454.46     144      24
(kappa - 1) ratio, L = 160 to 80 bohr: 3.9992
Long jellium cells, minimal-residual step counts
L/bohr  interval-bound  cluster-bound  sqrt-bound  found
  640        578             48          56.3       41
 2560       2311             96         104.4       83
growth exponent between these cells: 0.509
\end{verbatim}
